\section*{Phonon Parity: Odd Relaxons Conduct Heat, Even Relaxons Give Viscosity, part 1}

(Sections cited here and not found follow in the second part.)

\section{Collisions and parity}

\subsection{Four phonon modes on a line}

Take four phonon modes on a line, with wave numbers $\pm q_1$ and $\pm q_2$. Modes $+q_a$ and $-q_a$ have the same frequency $\omega_a$ and opposite group velocities $\pm v_a$. Suppose that collisions act on the mode amplitudes through a real symmetric matrix $\Omega$, so that $df/dt=-\Omega f$, and that $\Omega$ is unchanged when all wave numbers are reversed. It then has two kinds of element: $A_{ab}$ between modes moving the same way and $B_{ab}$ between modes moving opposite ways. Define
\begin{equation}
|e_a\rangle=\frac{|{+a}\rangle+|{-a}\rangle}{\sqrt2},\qquad
|o_a\rangle=\frac{|{+a}\rangle-|{-a}\rangle}{\sqrt2}.
\end{equation}
The matrix elements are
\begin{align}
\langle e_a|\Omega|e_b\rangle&=\tfrac12(A_{ab}+B_{ab}+B_{ab}+A_{ab})=A_{ab}+B_{ab},\\
\langle o_a|\Omega|o_b\rangle&=\tfrac12(A_{ab}-B_{ab}-B_{ab}+A_{ab})=A_{ab}-B_{ab},\\
\langle o_a|\Omega|e_b\rangle&=\tfrac12(A_{ab}+B_{ab}-B_{ab}-A_{ab})=0 .
\end{align}
Even and odd disturbances relax separately.

A heat current weights each mode by energy times velocity, which is odd. A flux of crystal momentum weights it by wave number times velocity, which is even. The first therefore sees the block $A-B$, the second the block $A+B$.

The even block has a special vector. Let $D_a=N_a(N_a+1)$, with $N_a$ the Bose occupation. A change of temperature has amplitudes proportional to $z_a=\sqrt{D_a}\,\omega_a$, as derived below, and energy-conserving collisions cannot relax it. One other even vector remains, $t=(-z_2,z_1)/|z|$, with some lifetime $\tau_e$. The momentum flux has weights $m_a=\sqrt{D_a}\,\hbar q_av_a$, and its overlap with $t$ is
\begin{equation}
m\cdot t=\frac{-m_1z_2+m_2z_1}{|z|}
=\frac{\hbar\sqrt{D_1D_2}\,\omega_1\omega_2}{|z|}
\left(\frac{q_2v_2}{\omega_2}-\frac{q_1v_1}{\omega_1}\right).
\end{equation}
The viscosity is proportional to $\tau_e(m\cdot t)^2$. It vanishes if $q_av_a/\omega_a$ is the same for both frequencies, because the momentum flux is then a pure temperature change.

The separation needs the reversal symmetry. If a loss rate $r_+$ acts on $+a$ and a different rate $r_-$ on $-a$, the element between $|o_a\rangle$ and $|e_a\rangle$ is $(r_+-r_-)/2$, and the two responses mix.

\subsection{Populations and their linear collision operator}

In a three-dimensional crystal a mode is $\nu=(\mathbf q,s)$, with branch $s$, and its partner is $\bar\nu=(-\mathbf q,s)$. The crystal has volume $V$ and $N_c$ primitive cells. SI units are used. The description is that of weakly interacting phonons: frequencies are well defined, collisions follow the golden rule, and populations $n_\nu$ suffice, without coherences between branches. In equilibrium
\begin{equation}
N_\nu=\frac1{e^{x_\nu}-1},\qquad x_\nu=\frac{\hbar\omega_\nu}{k_BT},\qquad
D_\nu=N_\nu(N_\nu+1)=-\frac{dN_\nu}{dx_\nu}.
\end{equation}
Write a small disturbance as $n_\nu=N_\nu+D_\nu\psi_\nu$.

Consider $\nu+\nu'\leftrightarrow\nu''$ with $\omega+\omega'=\omega''$; primes on other symbols refer to the same modes. Let $W$ be the golden-rule rate without its population factors. The net forward rate is
\begin{equation}
R=W\left[nn'(n''+1)-(n+1)(n'+1)n''\right].
\end{equation}
With $\rho=n/(n+1)$ it becomes
\begin{equation}
R=W(n+1)(n'+1)(n''+1)(\rho\rho'-\rho'').
\end{equation}
In equilibrium $\rho=e^{-x}$, so energy conservation makes the last bracket zero. To first order only that bracket need be varied. Since $d\rho/dn=1/(n+1)^2$,
\begin{equation}
\delta\rho=\frac{N(N+1)\psi}{(N+1)^2}=\rho\psi,
\end{equation}
and hence $\delta(\rho\rho'-\rho'')=\rho''(\psi+\psi'-\psi'')$. Therefore
\begin{equation}
R=P(\psi+\psi'-\psi''),\qquad P=W(N+1)(N'+1)N''.
\end{equation}
In equilibrium $(N+1)(N'+1)N''=NN'(N''+1)$. The product of these equal numbers is $DD'D''$, so each equals $\sqrt{DD'D''}$.

Let $c$ be the vector with entries $1,1,-1$ at $\nu,\nu',\nu''$. The process changes the populations by $-c$, so summing over distinct processes gives
\begin{equation}
\left.\frac{dn}{dt}\right|_{\rm coll}=-K\psi,\qquad
K=\sum P\,cc^{\mathsf T},\qquad
\psi^{\mathsf T}K\psi=\sum P(c\cdot\psi)^2\ge0 .
\end{equation}
Now set $f_\nu=\sqrt{D_\nu}\,\psi_\nu$, so that $n-N=\sqrt D f$. Dividing the collision equation by $\sqrt D$ gives
\begin{equation}
\left.\frac{df}{dt}\right|_{\rm coll}=-\Omega f,\qquad
\Omega_{\nu\nu'}=\frac{K_{\nu\nu'}}{\sqrt{D_\nu D_{\nu'}}}.
\end{equation}
This matrix is real, symmetric and has no negative eigenvalue. Its orthonormal eigenvectors are the relaxons,
\begin{equation}
\Omega\theta_\alpha=\theta_\alpha/\tau_\alpha .
\end{equation}
A relaxon is a collective pattern of populations that decays at one rate in a uniform crystal.

\subsection{The rate from a bond potential}

The parity argument does not depend on a particular force law, but the example below needs one. Let neighbouring atoms interact through the Morse energy
\begin{equation}
U(r)=\frac{k_s}{2a^2}\left[1-e^{-a(r-R)}\right]^2,
\end{equation}
where $R$ is the equilibrium bond length, $k_s$ the stiffness and $a$ the Morse exponent. Expansion gives $U'(R)=0$, $U''(R)=k_s$ and $U'''(R)=g=-3ak_s$.

If the bond vector changes from $R\mathbf n$ to $R\mathbf n+\mathbf d$, with $d_\parallel=\mathbf n\cdot\mathbf d$, then
\begin{equation}
r-R=d_\parallel+\frac{d^2-d_\parallel^2}{2R}+O(d^3).
\end{equation}
The cubic part of $r-R$ multiplies $U'(R)=0$. The cubic energy is therefore
\begin{align}
U_3&=\frac g6d_\parallel^3+\frac{k_s}{2R}d_\parallel(d^2-d_\parallel^2)\nonumber\\
&=\frac16\left[\left(g-\frac{3k_s}{R}\right)d_\parallel^3+\frac{3k_s}{R}d_\parallel d^2\right].
\end{align}
The symmetric trilinear form $B$ with $U_3=B(\mathbf d,\mathbf d,\mathbf d)/6$ is
\begin{align}
B(\mathbf x,\mathbf y,\mathbf z)={}&\left(g-\frac{3k_s}{R}\right)x_\parallel y_\parallel z_\parallel\nonumber\\
&+\frac{k_s}{R}\left(x_\parallel\,\mathbf y\cdot\mathbf z+y_\parallel\,\mathbf x\cdot\mathbf z+z_\parallel\,\mathbf x\cdot\mathbf y\right).
\end{align}

For one atom of mass $M$ per cell, the displacement in cell $l$ is
\begin{equation}
\mathbf u_l=\sum_\nu\sqrt{\frac{\hbar}{2N_cM\omega_\nu}}\;\mathbf e_\nu
e^{i\mathbf q\cdot\mathbf R_l}\left(a_\nu+a^\dagger_{\bar\nu}\right),\qquad
\mathbf e_{\bar\nu}=\mathbf e_\nu^* .
\end{equation}
The difference across a bond $\mathbf R$ contributes $h_{\mathbf q}=e^{i\mathbf q\cdot\mathbf R}-1$. For $\nu+\nu'\to\nu''$ the final phonon supplies the conjugate factors, so the coupling is
\begin{equation}
\Phi=\sum_{\mathbf R}h_{\mathbf q}h_{\mathbf q'}h^*_{\mathbf q''}\,
B_{\mathbf R}(\mathbf e_\nu,\mathbf e_{\nu'},\mathbf e^*_{\nu''}),
\end{equation}
with each bond counted once. The sum over cells gives $N_c$ and requires $\mathbf q+\mathbf q'-\mathbf q''$ to be a reciprocal lattice vector. Six operator orderings cancel the factor $1/6$, leaving an amplitude
\begin{equation}
\mathcal V=N_c\left(\frac{\hbar}{2N_cM}\right)^{3/2}\frac{\Phi}{\sqrt{\omega\omega'\omega''}} .
\end{equation}
The golden rule contains $(2\pi/\hbar)|\mathcal V|^2$ and an energy delta function, which equals $\hbar^{-1}$ times a frequency delta function. Hence
\begin{align}
P&=\frac{2\pi}{\hbar^2}\frac{\hbar^3|\Phi|^2}{8N_cM^3\omega\omega'\omega''}
\sqrt{DD'D''}\,\delta(\omega+\omega'-\omega'')\nonumber\\
&=\frac{\pi\hbar|\Phi|^2}{4N_cM^3\omega\omega'\omega''}
\sqrt{DD'D''}\,\delta(\omega+\omega'-\omega'').
\end{align}
The sum over distinct processes is half the sum over ordered pairs $(\nu,\nu')$.

\subsection{Why collisions preserve parity}

Define the parity operator by $(\mathcal Pf)_\nu=f_{\bar\nu}$. It is symmetric and $\mathcal P^2=1$. Two facts are needed: $\omega_{\bar\nu}=\omega_\nu$, and equal equilibrium rates $P$ for a process and its partner with all three wave vectors reversed. Either of two symmetries supplies them.

Spatial inversion maps each process directly to that partner at the same rate. A uniform magnetisation is an axial vector and is unchanged by inversion, so the argument survives in a centrosymmetric ferromagnet.

Time reversal maps $\nu+\nu'\to\nu''$ to $\bar\nu''\to\bar\nu+\bar\nu'$. In equilibrium this decay occurs as often as the opposite coalescence, because the golden-rule amplitude of a Hermitian interaction has the same modulus in both directions. Thus $P$ is again unchanged by reversing the wave vectors, even in a crystal without an inversion centre.

In a degenerate branch the mode at $-\mathbf q$ must be chosen as the image of the mode at $\mathbf q$ under the symmetry used. Independent choices would compare different modes. In the example below the polarisation vectors are real, and $\mathbf e_{\bar\nu}=\mathbf e_\nu$ is the right match for both symmetries, since an overall sign does not matter.

Both symmetries give
\begin{equation}
\Omega_{\bar\nu\bar\nu'}=\Omega_{\nu\nu'}\quad\Longrightarrow\quad
\mathcal P\Omega=\Omega\mathcal P .
\end{equation}
If $\Omega\theta=\lambda\theta$, then $\Omega\mathcal P\theta=\lambda\mathcal P\theta$. For a nondegenerate $\lambda$, $\mathcal P\theta$ must be a multiple of $\theta$, and $\mathcal P^2=1$ restricts the multiple to $\pm1$. If an even and an odd eigenvalue coincide, an arbitrary eigenvector may have mixed parity, but the nonzero combinations $\theta\pm\mathcal P\theta$ supply a basis of definite parity. The sum $\sum\theta_\alpha\theta_\alpha^{\mathsf T}$ over a degenerate set is independent of its basis, so transport coefficients do not depend on this choice.

Vectors of opposite parity are orthogonal: if $\mathcal Pa=a$ and $\mathcal Pb=-b$, then $\langle a|b\rangle=\langle\mathcal Pa|\mathcal Pb\rangle=-\langle a|b\rangle=0$.

\subsection{Energy and crystal momentum}

For each allowed process $c\cdot\omega=\omega+\omega'-\omega''=0$. Thus $K\omega=0$, and
\begin{equation}
\theta_0=\frac{\sqrt D\,\hbar\omega}{\sqrt{Vk_BT^2C}},\qquad
C=\frac1{Vk_BT^2}\sum_\nu(\hbar\omega_\nu)^2D_\nu,
\end{equation}
is an even eigenvector with zero rate. Here $C$ is the heat capacity per volume, since $\partial N/\partial T=D\hbar\omega/(k_BT^2)$. It is assumed that no other zero mode exists unless one is named.

Crystal momentum corresponds to the odd vectors
\begin{equation}
\varphi_i=\frac{\sqrt D\,\hbar q_i}{\sqrt{Vk_BTA}},\qquad
A=\frac1{Vk_BT}\sum_\nu D_\nu(\hbar q_{\nu,x})^2 .
\end{equation}
Cubic symmetry is assumed in using one constant $A$. The wave vector is taken in the first Brillouin zone, and this choice is part of the definition of crystal-momentum flux. On a zone face, equivalent shortest vectors are averaged to keep $\mathbf q$ odd. The mean loss rate of crystal momentum is
\begin{equation}
\gamma=\langle\varphi_i|\Omega|\varphi_i\rangle
=\frac{\sum P\,(q_i+q'_i-q''_i)^2}{\sum_\nu D_\nu q_{\nu,i}^2}.
\end{equation}
Away from zone faces, normal processes contribute zero and Umklapp processes contribute the square of the $i$ component of a reciprocal lattice vector. If crystal momentum were conserved, each $\varphi_i$ would be an odd zero mode. In general $\varphi_i$ is not a relaxon, and $\gamma$ is an average of relaxon rates rather than an eigenvalue.

\section{Transport and the case of nickel}

\subsection{What is carried over}

The mode amplitude $f$ is defined by $n=N+\sqrt Df$, with $D=N(N+1)$. Collisions give $df/dt=-\Omega f$, and the relaxons satisfy $\Omega\theta_\alpha=\theta_\alpha/\tau_\alpha$. They can be chosen even or odd under $\mathbf q\to-\mathbf q$. The even vector $\theta_0\propto\sqrt D\,\omega$ conserves energy. The odd vectors $\varphi_i\propto\sqrt D\,q_i$ carry crystal momentum and lose it at mean rate $\gamma$. The constants $C$ and $A$ are the heat capacity and the drift inertia per volume. Below, $\Omega^+$ is the inverse of $\Omega$ on the vectors orthogonal to $\theta_0$, with $\Omega^+\theta_0=0$.

Define the two flux vectors
\begin{equation}
S^i=\sqrt D\,\hbar\omega v^i,\qquad
M^{ij}=\sqrt D\,\hbar q^iv^j .
\end{equation}
Because $\omega$ is even while $\mathbf q$ and $\mathbf v$ are odd, $S^i$ is odd and $M^{ij}$ is even.

\subsection{Conductivity from the odd relaxons}

The Boltzmann equation is $\partial_tn+\mathbf v\cdot\nabla n=-K\psi$. In a steady, weak temperature gradient the left side may be evaluated with the local Bose function. Using $\partial N/\partial T=D\hbar\omega/(k_BT^2)$ and dividing by $\sqrt D$,
\begin{equation}
\Omega f=-\frac{S^j}{k_BT^2}\,\partial_jT .
\end{equation}
This equation has a solution because $S^j$ is orthogonal to the even vector $\theta_0$. The heat flux is
\begin{equation}
J^i=\frac1V\sum_\nu\hbar\omega v^i\sqrt D f=\frac1V\langle S^i|f\rangle
=-\kappa^{ij}\partial_jT .
\end{equation}
Inserting $f$ and expanding $\Omega^+$ in relaxons gives
\begin{equation}
\boxed{\kappa^{ij}=\frac1{Vk_BT^2}\sum_{\alpha\,\rm odd}
\langle S^i|\theta_\alpha\rangle\tau_\alpha\langle\theta_\alpha|S^j\rangle .}
\end{equation}
Even relaxons have zero overlap with $S^i$. If crystal momentum is conserved and $\langle S^i|\varphi_i\rangle\neq0$, the corresponding odd lifetime is infinite and the steady conductivity diverges.

\subsection{Viscosity from the even relaxons}

A drift velocity $\mathbf u$ defines the population
\begin{equation}
n^{D}=\left[\exp\left(\frac{\hbar\omega-\hbar\mathbf q\cdot\mathbf u}{k_BT}\right)-1\right]^{-1},
\qquad
\left.\frac{\partial n^{D}}{\partial u^k}\right|_0=\frac{D\hbar q^k}{k_BT}.
\end{equation}
Umklapp damps this drift, so $\mathbf u$ is treated as an imposed, slowly varying field. Splitting $f$ into even and odd parts makes the logic clear:
\begin{align}
\partial_tf_e+\mathbf v\cdot\nabla f_o&=-\Omega f_e,\\
\partial_tf_o+\mathbf v\cdot\nabla f_e&=-\Omega f_o .
\end{align}
The damping of the drift itself stands in the odd equation. Its gradient drives the even equation with source
\begin{equation}
-\frac{M^{kl}}{k_BT}\,\partial_lu^k .
\end{equation}

The part of this source along $\theta_0$ cannot be balanced by collisions. It changes the temperature by $\delta T$, for which $f_e=\sqrt D\hbar\omega\,\delta T/(k_BT^2)$. Projecting the even equation on $\sqrt D\hbar\omega$ and dividing by $V$ gives, from this source,
\begin{equation}
C\,\partial_t\delta T=-\frac1{Vk_BT}\sum_\nu D\hbar^2\omega q^kv^l\,\partial_lu^k .
\end{equation}
This is heating or cooling by the divergence of the heat carried with the drift. The remaining source relaxes to
\begin{equation}
f_e=-\frac{1}{k_BT}\,\Omega^+M^{kl}\,\partial_lu^k .
\end{equation}
The dissipative momentum flux is
\begin{equation}
\Pi^{ij}=\frac1V\sum_\nu\hbar q^iv^j\sqrt D f_e=\frac1V\langle M^{ij}|f_e\rangle
=-\eta^{ijkl}\partial_lu^k,
\end{equation}
so that
\begin{equation}
\boxed{\eta^{ijkl}=\frac1{Vk_BT}\sum_{\alpha\,{\rm even},\,\alpha\neq0}
\langle M^{ij}|\theta_\alpha\rangle\tau_\alpha\langle\theta_\alpha|M^{kl}\rangle .}
\end{equation}
In a uniform medium the force density is $-\partial_j\Pi^{ij}=\eta^{ijkl}\partial_j\partial_lu^k$. The derivatives commute, so the force depends on
\begin{equation}
\mu^{ijkl}=\tfrac12\left(\eta^{ijkl}+\eta^{ilkj}\right).
\end{equation}
For any gradient $g_{kl}$, $\eta^{ijkl}g_{ij}g_{kl}\ge0$. This makes $\eta^{iiii}$ and $\eta^{ijij}$ nonnegative but allows components such as $\mu^{iijj}$ to be negative.

If every branch has a constant isotropic speed, then $\mathbf q\cdot\mathbf v=\omega$ and $\sum_kM^{kk}=\sqrt D\hbar\omega$. This is parallel to $\theta_0$, so $\sum_k\eta^{ijkk}=0$: uniform dilation produces no viscous stress in that model. It is the three-dimensional form of the cancellation found for four modes.

Collisions that preserve parity divide the relaxons into two sets, with the odd ones giving the heat conductivity and the even ones the viscosity. It remains to connect these coefficients to the decay of long waves, to calculate them for a lattice model of nickel, and to see what changes when parity is broken and how far the model is from the real metal.
